# Numerov's phase error and its removal by exponential fitting

## 1. What the error can depend on

Take the free wave equation \(y''=-k^2y\), with constant real \(k>0\), on a mesh \(r_n=nh\). A numerical method may give the wave a slightly wrong wavelength, so that its phase drifts away from the true one. The drift per unit length has the dimension of an inverse length. The only quantities available are \(k\) and \(h\), so it must have the form

\[
k\,F(x),\qquad x=kh .
\]

Numerov's method treats the neighbours at \(r+h\) and \(r-h\) alike, and contains \(k\) and \(h\) only through \(x^2\). Reversing the sign of \(h\) therefore changes nothing, and \(F\) is even. The method balances its two sides through terms of order \(h^4\), so its first imbalance is of order \(x^6\). Section 3 shows that a phase error \(\delta\) per step changes the cosine of the step angle by \(-x\delta\); the cosine enters the formula doubled, so the imbalance is \(2x\delta\) times the value of the wave. The error per step is then of order \(x^5\), and division by \(h\) gives

\[
\text{phase error per unit length}=c\,k^5h^4
\]

to leading order. The number \(c\) and its sign remain to be found. A positive phase error will mean that the numerical wave is ahead of the true one.

## 2. A family of three-point formulas

Write \(y_0=y(r)\), \(y_\pm=y(r\pm h)\), and consider

\[
y_+-2y_0+y_-=h^2\left[b_0(y''_++y''_-)+b_1y''_0\right].
\]

Odd powers of \(h\) cancel in the Taylor series of both sides:

\[
\text{left}=h^2y''+\frac{h^4}{12}y^{(4)}+\frac{h^6}{360}y^{(6)}+\dots
\]

\[
\text{right}=h^2(2b_0+b_1)y''+h^4b_0y^{(4)}+\frac{h^6b_0}{12}y^{(6)}+\dots
\]

For \(y=1\) and \(y=r\) both sides vanish. Exactness for \(r^2\) and \(r^3\) requires the \(y''\) terms to agree, hence

\[
b_1=1-2b_0 ,
\]

which is kept throughout. Exactness for \(r^4\) and \(r^5\) also requires \(b_0=1/12\), so \(b_1=5/6\). This is Numerov's choice. Its first unbalanced term, left minus right, is

\[
h^6\left(\frac1{360}-\frac1{144}\right)y^{(6)}=-\frac{h^6}{240}y^{(6)} .
\]

## 3. The free wave: dispersion relation

Replace \(y''\) by \(-k^2y\) and collect terms:

\[
(1+b_0x^2)(y_++y_-)=\left[2-(1-2b_0)x^2\right]y_0 .
\]

The coefficients do not depend on position, so try \(y_n=e^{in\theta}\). Then \(y_++y_-=2\cos\theta\,y_0\), and

\[
\cos\theta=\frac{1-\frac12x^2+b_0x^2}{1+b_0x^2}
=1-\frac{x^2/2}{1+b_0x^2}.
\]

With \(1-\cos\theta=2\sin^2(\theta/2)\) this becomes

\[
\sin^2\frac\theta2=\frac{x^2/4}{1+b_0x^2}. \tag{1}
\]

The true wave advances by \(x\) per step and the numerical wave by \(\theta\). For \(b_0=1/12\), expand the denominator:

\[
1-\cos\theta=\frac{x^2}{2}\left(1-\frac{x^2}{12}+\frac{x^4}{144}-\dots\right)
=\frac{x^2}{2}-\frac{x^4}{24}+\frac{x^6}{288}-\dots
\]

The true cosine obeys

\[
1-\cos x=\frac{x^2}{2}-\frac{x^4}{24}+\frac{x^6}{720}-\dots
\]

Subtraction gives

\[
\cos\theta-\cos x=-x^6\left(\frac1{288}-\frac1{720}\right)=-\frac{x^6}{480}+O(x^8).
\]

Set \(\theta=x+\delta\). Since \(\delta\) is small, \(\cos(x+\delta)-\cos x\simeq-\delta\sin x\simeq-x\delta\). Therefore

\[
\delta=\frac{x^5}{480},\qquad
\boxed{\frac{\delta}{h}=\frac{k^5h^4}{480}}
\]

to leading order. The sign is positive: the numerical wavelength is too short and the numerical phase runs ahead.

**The next term.** Put \(u=x/2\), so that \(x^2/12=u^2/3\). The square root of (1) is

\[
s=\sin\frac\theta2=u\left(1+\frac{u^2}{3}\right)^{-1/2}
=u-\frac{u^3}{6}+\frac{u^5}{24}-\frac{5u^7}{432}+\dots
\]

Insert this in \(\arcsin s=s+s^3/6+3s^5/40+5s^7/112+\dots\), using

\[
s^3=u^3-\frac{u^5}{2}+\frac{5u^7}{24}+\dots,\qquad
s^5=u^5-\frac{5u^7}{6}+\dots
\]

The \(u^3\) terms cancel. The next two coefficients are

\[
\frac1{24}-\frac1{12}+\frac3{40}=\frac1{30},\qquad
-\frac5{432}+\frac5{144}-\frac1{16}+\frac5{112}=\frac1{189}.
\]

Doubling and restoring \(u=x/2\) gives

\[
\theta=x+\frac{x^5}{480}+\frac{x^7}{12096}+\dots \tag{2}
\]

**The coarse-mesh limit.** A real \(\theta\) requires the right side of (1) not to exceed one. For Numerov this means \(x^2/4\le1+x^2/12\), or \(x^2\le6\). Beyond that, \(\cos\theta<-1\): the two solutions alternate in sign, and one of them grows. The phase error then has no meaning. A test of the characteristic roots at \(x^2=5.99\) and \(6.01\) finds this change.

**Numbers.** Take \(k=2\) bohr\(^{-1}\), so \(E=k^2/2=2\) hartree, and \(h=0.1\) bohr. Then \(x=0.2\), about 31 points per wavelength, and

\[
\frac{k^5h^4}{480}=\frac{32\times10^{-4}}{480}=6.667\times10^{-6}\ \text{rad bohr}^{-1}.
\]

Over 100 bohr this is \(6.667\times10^{-4}\) rad. The recurrence, run from \(y_0=0\), gives \(6.677\times10^{-4}\) rad. The excess is about \(1.07\times10^{-6}\) rad, and the next term of (2) supplies \(100\times1.058\times10^{-8}=1.06\times10^{-6}\) rad.

Halving \(h\) reduces the error by 16.019. The factor 16 comes from \(h^4\). The ratio of the two terms in (2) is \(480x^2/12096=0.0016\) at the larger step and a quarter of that at the smaller. The expected factor is thus \(16(1+0.0016\times\tfrac34)\simeq16.019\).

## 4. Fitting the wave itself

The condition \(b_1=1-2b_0\) leaves one free coefficient. Numerov spends it on \(r^4\) and \(r^5\). Exponential fitting spends it on \(e^{\pm iKr}\), with a chosen wavenumber \(K\). The formula is then exact for

\[
1,\ r,\ r^2,\ r^3,\ \cos Kr,\ \sin Kr .
\]

Let \(X=Kh\). Exactness for the exponentials means that (1) must give \(\theta=X\) when \(x=X\):

\[
\sin^2\frac X2=\frac{X^2/4}{1+b_0X^2}
\quad\Longrightarrow\quad
1+b_0X^2=\frac{X^2}{4\sin^2(X/2)} .
\]

Hence

\[
\boxed{b_0=\frac1{4\sin^2(X/2)}-\frac1{X^2},\qquad b_1=1-2b_0 .} \tag{3}
\]

If \(K=k\), equation (1) reduces to \(\sin^2(\theta/2)=\sin^2(x/2)\). For \(0<x<\pi\) this means \(\theta=x\): the phase error of the free wave is zero at any such step, apart from rounding.

**The limit of small \(X\).** From

\[
4\sin^2\frac X2=2(1-\cos X)=X^2\left(1-\frac{X^2}{12}+\frac{X^4}{360}-\dots\right)
\]

the reciprocal is

\[
\frac1{X^2}\left[1+\frac{X^2}{12}+X^4\left(\frac1{144}-\frac1{360}\right)+\dots\right],
\]

so that

\[
b_0=\frac1{12}+\frac{X^2}{240}+O(X^4). \tag{4}
\]

Numerov's method is the fit to \(K=0\). In (3) two large numbers, each near \(1/X^2\), nearly cancel, leaving an error of about \(10^{-16}/X^2\) in \(b_0\) in double precision. For very small \(X\) the series (4), carried far enough, gives \(b_0\) more accurately. For the free wave with \(K=k\) this error shifts \(\theta\) by only about \(10^{-16}x/2\), less than the rounding of the recurrence itself.

**The forbidden region.** If the solution is \(e^{\pm\kappa r}\), put \(K^2=-\kappa^2\) and \(w=\kappa h\). Since \(\sin^2(iw/2)=-\sinh^2(w/2)\), equation (3) becomes

\[
b_0=\frac1{w^2}-\frac1{4\sinh^2(w/2)} .
\]

Then \(1-b_0w^2=w^2/[4\sinh^2(w/2)]\). For a solution \(y_n=\lambda^n\), the expression for \(\cos\theta\) in section 3, with \(x^2=-w^2\), gives

\[
\frac{\lambda+\lambda^{-1}}2=1+\frac{w^2/2}{1-b_0w^2}=1+2\sinh^2\frac w2=\cosh w .
\]

The growth factors are \(\lambda=e^{\pm w}\), as they should be.

**Numbers.** For \(X=0.2\), equation (3) gives \(b_0=0.083500\) and \(b_1=0.832999\), against Numerov's \(0.083333\) and \(0.833333\). The change in \(b_0\) is close to \(X^2/240=0.04/240=1.67\times10^{-4}\). It reduces the free-wave error over 100 bohr from \(6.7\times10^{-4}\) rad to \(5\times10^{-13}\) rad. That remainder has the size of rounding: a relative error of \(10^{-16}\) in the recurrence coefficient shifts \(\theta\) by about \(10^{-16}/x\), or some \(5\times10^{-13}\) over 1000 steps.

## 5. Fitting to the wrong wavenumber

Now let \(K\ne k\). By (4), the coefficient that would be right for \(k\) is \(1/12+x^2/240\), while the one used is \(1/12+X^2/240\). From section 3,

\[
\frac{\partial\cos\theta}{\partial b_0}=\frac{x^4/2}{(1+b_0x^2)^2}\simeq\frac{x^4}{2}.
\]

With the right coefficient \(\cos\theta=\cos x\), so the wrong one gives

\[
\cos\theta-\cos x\simeq\frac{x^4}{2}\,\frac{X^2-x^2}{240}.
\]

The left side is again \(-x\delta\). Therefore

\[
\frac\delta h=\frac{k^3(k^2-K^2)h^4}{480}. \tag{5}
\]

At \(K=0\) this is Numerov's error, and at \(K=k\) it vanishes. If \(K>k\), the numerical phase lags. Relative to Numerov, the error is multiplied by \(1-K^2/k^2\).

For \(k=2\) and \(K=1.9\) bohr\(^{-1}\) this factor is 0.0975: a 5 per cent error in \(K\) leaves about a tenth of Numerov's drift. Equation (5) gives \(6.50\times10^{-7}\) rad bohr\(^{-1}\), and the measured rate is \(6.52\times10^{-7}\).

## 6. A radial equation with a potential

For an s wave in atomic units,

\[
u''=-q(r)u,\qquad q=k^2+W(r),\qquad W=-2V(r),\qquad u(0)=0 .
\]

The local wavenumber \(\sqrt q\) varies, and a single \(K\) cannot match it everywhere. For a short-range potential the natural choice is the outer value, \(K=k\). What remains comes from the region where \(W\ne0\).

Let \(W\) be smooth and even when continued to negative \(r\). The regular solution \(y\) is then odd. Assume that a smooth odd function \(Y(r)\) passes through the numerical values, and write \(\Delta^2Y=Y_+-2Y_0+Y_-\). Since \(2b_0+b_1=1\), the recurrence reads

\[
\Delta^2Y=h^2(1+b_0\Delta^2)(-qY).
\]

The Taylor series of section 2, with \(b_0\) from (4), give

\[
\Delta^2Y-h^2(1+b_0\Delta^2)Y''
=h^4\left(\frac1{12}-b_0\right)Y^{(4)}+h^6\left(\frac1{360}-\frac{b_0}{12}\right)Y^{(6)}+\dots
\]

\[
=-\frac{h^6}{240}\left(Y^{(6)}+K^2Y^{(4)}\right)+O(h^8).
\]

Substitute the recurrence for \(\Delta^2Y\) and divide by \(h^2\). The operator \(1+b_0\Delta^2\) differs from one by terms of order \(h^2\), so at leading order

\[
Y''+qY=\frac{h^4}{240}\left(y^{(6)}+K^2y^{(4)}\right), \tag{6}
\]

where \(Y\) has been replaced by \(y\) on the right, at the same accuracy.

**Check on constant \(q\).** If \(q=k^2\), then \(y^{(4)}=k^4y\) and \(y^{(6)}=-k^6y\). Equation (6) raises the squared wavenumber by \(k^4(k^2-K^2)h^4/240\). Division by \(2k\) turns this into the shift of the wavenumber, which is (5).

**The remaining phase error.** With \(K=k\), use \(y''+k^2y=-Wy\):

\[
y^{(6)}+k^2y^{(4)}=(y''+k^2y)^{(4)}=-(Wy)^{(4)} .
\]

The right side of (6) is therefore \(g=-(h^4/240)(Wy)^{(4)}\), which vanishes outside the potential. From the equations for \(y\) and \(Y\),

\[
(yY'-y'Y)'=yY''-y''Y=y(g-qY)+qyY=yg .
\]

The Wronskian is zero at \(r=0\), where both functions vanish. Outside the potential, normalize \(y=\sin\varphi\) with \(\varphi=kr+\delta_0\). The fitted scheme has the right wavelength there, so \(Y=A\sin(\varphi+\varepsilon)\) with constant \(\varepsilon\) and \(A\). The amplitude of \(Y\) is free; choose it so that \(A=1+O(h^4)\). Then

\[
yY'-y'Y=Ak\left[\sin\varphi\cos(\varphi+\varepsilon)-\cos\varphi\sin(\varphi+\varepsilon)\right]
=-Ak\sin\varepsilon\simeq-k\varepsilon .
\]

Integrating \(yg\) from the origin outward gives

\[
\varepsilon=\frac{h^4}{240k}\int_0^\infty y\,(Wy)^{(4)}\,dr .
\]

Integrate by parts four times. At the origin each boundary term contains an even derivative of \(y\) or of \(Wy\); both functions are odd, so these vanish. At large \(r\), \(W\) and its derivatives vanish. The integral becomes \(\int Wy\,y^{(4)}dr\), where

\[
y^{(4)}=(-qy)''=-W''y-2W'y'-qy''=q^2y-W''y-2W'y' .
\]

The term with \(y'\) needs one more integration by parts:

\[
-2\int WW'yy'\,dr=-\frac12\int(W^2)'(y^2)'\,dr
=\frac12\int(W^2)''y^2\,dr=\int(W'^2+WW'')y^2\,dr .
\]

The boundary term vanishes because \(y(0)=0\). The two terms with \(WW''\) cancel, and

\[
\boxed{\varepsilon=\frac{h^4}{240k}\int_0^\infty y^2\left(q^2W+W'^2\right)dr .} \tag{7}
\]

This does not grow with the outer radius. For an attractive potential of the assumed kind, smooth and even with \(W>0\), it is positive; section 8 shows that the sign can reverse when \(W'(0)\ne0\). Exponential fitting thus removes the steady drift, but in the presence of a potential the method is still of fourth order in \(h\).

**The slowly varying limit.** If \(W\) changes little over a local wavelength, the semiclassical amplitude gives \(y^2\simeq(k/\sqrt q)\sin^2\phi\), where \(\phi\) is the local phase. Its average is \(k/(2\sqrt q)\). Dropping \(W'^2\),

\[
\varepsilon\simeq\frac{h^4}{480}\int_0^\infty q^{3/2}W\,dr .
\]

This is (5) applied locally: \(k^3\) becomes \(q^{3/2}\), and \(k^2-K^2\) becomes \(q-k^2=W\).

## 7. A well with a known phase shift

A model well with an elementary solution tests (7):

\[
V=-\alpha^2\operatorname{sech}^2\alpha r,\qquad W=2\alpha^2(1-t^2),\qquad t=\tanh\alpha r .
\]

The solution is \(u=k\sin kr+\alpha t\cos kr\). To verify it, use \(t'=\alpha(1-t^2)\) and \(t''=-2\alpha^2t(1-t^2)\):

\[
u''+k^2u=\alpha t''\cos kr-2\alpha kt'\sin kr
\]

\[
=-2\alpha^2(1-t^2)(\alpha t\cos kr+k\sin kr)=-Wu .
\]

Also \(u(0)=0\). Far outside, \(t\to1\) and \(u\to\sqrt{k^2+\alpha^2}\,\sin(kr+\delta_0)\), with \(\tan\delta_0=\alpha/k\). For \(\alpha=1\) and \(k=2\) bohr\(^{-1}\), the well is 1 hartree deep and \(\delta_0=0.463648\) rad.

Both schemes start from \(u_0=0\) and an arbitrary \(u_1\). The recurrence is linear, so \(u_1\) sets only the amplitude and causes no phase error. Outside the well \(u_n=A\sin\Phi\) and \(u_{n+1}=A\sin(\Phi+\theta)\), which gives

\[
\tan\Phi=\frac{u_n\sin\theta}{u_{n+1}-u_n\cos\theta}.
\]

The angle \(\theta\) is itself obtained from the mesh values, through \(u_{n+1}+u_{n-1}=2u_n\cos\theta\). Comparing \(\Phi\) with \(kR+\delta_0\) gives these errors for \(h=0.1\) bohr:

| \(R\) (bohr) | Numerov (rad) | Fitted (rad) |
|---|---|---|
| 25 | \(1.777\times10^{-4}\) | \(5.355\times10^{-6}\) |
| 50 | \(3.446\times10^{-4}\) | \(5.355\times10^{-6}\) |
| 100 | \(6.785\times10^{-4}\) | \(5.355\times10^{-6}\) |

Numerov's error grows by \(6.677\times10^{-6}\) rad bohr\(^{-1}\) between 50 and 100 bohr, the free-wave rate. Extrapolated back to \(R=0\), the line leaves an offset of \(1.08\times10^{-5}\) rad, the contribution of the well.

The fitted error stays constant. The integral in (7) is 25.596 bohr\(^{-5}\), so the prediction is

\[
\varepsilon=\frac{10^{-4}\times25.596}{240\times2}=5.333\times10^{-6}\ \text{rad}.
\]

The measured value is 0.4 per cent larger. At half the step it is \(3.336\times10^{-7}\) rad, only 0.1 per cent above the prediction. This fourfold fall is what a relative correction of order \(h^2\) to (7) would give.

At 100 bohr the fitted error is smaller than Numerov's by a factor of 127; at 25 bohr the factor is 33. For a given well and step, the gain grows with the length of the path outside the well.

The slowly varying estimate gives 0.967 of the integral formula at \(\alpha=1\) bohr\(^{-1}\), and 1.000 of it for the wider, shallower well with \(\alpha=0.2\) bohr\(^{-1}\).

## 8. Where the conditions fail

A Coulomb tail is not short-ranged. If \(W\simeq2Z/r\) at large \(r\), the local form of (5) with \(K=k\) gives a rate \(k^3Zh^4/(240r)\). Between radii \(R_1\) and \(R_2\) in the tail the phase error then grows by

\[
\frac{k^3Zh^4}{240}\ln\frac{R_2}{R_1}
\]

at leading order. The linear drift has gone, but a logarithmic one remains.

Equation (7) also assumed a smooth, even \(W\). A finite potential with \(W'(0)\ne0\) already violates this: the boundary term \(y'(0)(Wy)''(0)=2W'(0)y'(0)^2\) survives and must be added to the integral in (7). For the attractive well \(W=2e^{-2r}\) with \(k=2\) bohr\(^{-1}\) and \(h=0.1\) bohr, (7) alone gives \(+2.0\times10^{-6}\) rad, whereas the fitted error, like (7) with the added term, is \(-6.0\times10^{-6}\) rad. A nuclear \(1/r\) singularity or a centrifugal term \(-l(l+1)/r^2\) in \(q\) violates this at the origin. There \(q\) is infinite, so the first step needs the limit of \(qu\) at \(r=0\), and the integrations by parts that led to (7) must be redone; the error of the first steps needs separate treatment. The free-wave results (2), (3) and (5) are unaffected, since they concern constant \(k\). The numerical output below gives the values to more digits.

## Computed results

```
Series coefficient of (kh)^5 in theta: 1/480
Series coefficient of (kh)^7 in theta: 1/12096
Wavenumber k = 2.0 bohr^-1
Energy k^2/2 = 2.0 hartree
Inverse well width alpha = 1.0 bohr^-1
Well depth alpha^2 = 1.0 hartree
Step h = 0.10 bohr;  kh = 0.20
Mesh points per wavelength = 31.4
Exact phase shift arctan(alpha/k) = 0.463648 rad
Numerov b0 = 0.083333333;  b1 = 0.833333333
Fitted  b0 = 0.083500265;  b1 = 0.832999470
Law k^5 h^4/480 = 6.66667e-06 rad/bohr
Next term k^7 h^6/12096 = 1.058e-08 rad/bohr
Free wave, 100 bohr, Numerov error = 6.67734e-04 rad
Free wave, 100 bohr, law = 6.66667e-04 rad
Free wave, Numerov error ratio h to h/2 = 16.019
Free wave, 100 bohr, |fitted error| = 5e-13 rad
Wrong fit K = 1.9 bohr^-1:
  measured rate = 6.5197e-07 rad/bohr
  law for the rate = 6.5000e-07 rad/bohr
  factor 1 - K^2/k^2 = 0.0975
Well, R = 25 bohr: Numerov 1.77712e-04 rad, fitted 5.35536e-06 rad
Well, R = 50 bohr: Numerov 3.44646e-04 rad, fitted 5.35536e-06 rad
Well, R = 100 bohr: Numerov 6.78513e-04 rad, fitted 5.35536e-06 rad
Well, Numerov slope from 50 to 100 bohr = 6.67734e-06 rad/bohr
Well, Numerov offset = 1.078e-05 rad
Integral of y^2 (q^2 W + W'^2) = 25.59626 bohr^-5
Predicted remaining fitted error = 5.33255e-06 rad
Fitted error with h/2, R = 100 bohr = 3.33639e-07 rad
Fitted error ratio h to h/2 = 16.051
Error ratio Numerov/fitted at 100 bohr = 126.7
Slow-limit estimate / integral, alpha = 1.0: 0.967
Slow-limit estimate / integral, alpha = 0.2: 1.000
```
